# Debugging a numerical check: Exact Hxc potential of one thermal level and its step

```python
"""
Exact Hartree-exchange-correlation (Hxc) potential of one interacting level.

H = v*N + U*n_up*n_dn, grand-canonical at temperature T (energy units) and
chemical potential mu. The Kohn-Sham (KS) level has U = 0 and potential v_s,
with the same T, mu and mean occupation n. Result under test, v_hxc = v_s - v:
  v_hxc(n) = U + T*ln{[n-1 + sqrt((n-1)^2 + a*n*(2-n))]/n},  a = exp(-U/T),
which tends to a step of height U at n = 1 when T -> 0.
Energies are in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

mp.mp.dps = 50


def hxc_log(n, U, T):
    """Derived closed form, evaluated with high precision."""
    n, U, T = mp.mpf(n), mp.mpf(U), mp.mpf(T)
    a = mp.exp(-U / T)
    root = mp.sqrt((n - 1)**2 + a * n * (2 - n))
    return U + T * mp.log((n - 1 + root) / n)


def hxc_asinh(n, U, T):
    """Equivalent form without cancellation."""
    n, U, T = mp.mpf(n), mp.mpf(U), mp.mpf(T)
    d = n - 1
    arg = d * mp.exp(U / (2 * T)) / mp.sqrt(1 - d * d)
    return U / 2 + T * mp.asinh(arg) - T * mp.atanh(d)


def probabilities(mu_minus_v, U, T):
    """Probabilities of 0, 1, 2 electrons from the explicit four-state sum."""
    weights = [mp.mpf(0)] * 3
    for up in (0, 1):
        for dn in (0, 1):
            energy = U * up * dn - mu_minus_v * (up + dn)
            weights[up + dn] += mp.exp(-energy / T)
    total = sum(weights)
    return [w / total for w in weights]


def occupation(mu_minus_v, U, T):
    p = probabilities(mu_minus_v, U, T)
    return p[1] + 2 * p[2]


def invert(n, U, T):
    """Find mu - v that gives occupation n, by bisection."""
    low, high = -60 * T, U + 60 * T
    for _ in range(150):
        mid = (low + high) / 2
        if occupation(mid, U, T) < n:
            low = mid
        else:
            high = mid
    return (low + high) / 2


def hxc_numeric(n, U, T):
    """v_s - v from two numerical inversions; no derived formula enters."""
    n, U, T = mp.mpf(n), mp.mpf(U), mp.mpf(T)
    return invert(n, U, T) - invert(n, mp.mpf(0), T)


# --- Fock-space diagonalization and root finding for the KS level
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
c_up, c_dn = np.kron(lower, np.eye(2)), np.kron(parity, lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number = n_up + n_dn


def fock_occupation(v, U, T):
    """Mean occupation at mu = 0 from the diagonalized Hamiltonian."""
    e, vec = np.linalg.eigh(v * number + U * n_up @ n_dn)
    w = np.exp(-(e - e.min()) / T)
    return float(w @ np.diag(vec.T @ number @ vec) / w.sum())


for U, T in ((1.0, 0.2), (1.0, 0.1), (2.5, 0.4)):
    for v in (-1.3 * U, -0.8 * U, -0.5 * U, -0.3 * U, 0.1 * U):
        n = fock_occupation(v, U, T)
        v_s = brentq(lambda w: fock_occupation(w, 0.0, T) - n,
                     -5 * U, 5 * U, xtol=1e-13)
        assert abs((v_s - v) - float(hxc_log(n, U, T))) < 1e-8

# --- both closed forms, symmetry, range and monotonic growth
U = mp.mpf(1)
temperatures = [mp.mpf(s) for s in ("0.2", "0.1", "0.05", "0.025")]
grid = [mp.mpf(k) / 10 for k in range(1, 20)]
for T in temperatures:
    values = [hxc_numeric(n, U, T) for n in grid]
    for n, value in zip(grid, values):
        assert abs(value - hxc_log(n, U, T)) < mp.mpf("1e-25")
        assert abs(value - hxc_asinh(n, U, T)) < mp.mpf("1e-25")
        assert 0 < value < U
        if n < 1:  # upper bound on the lower flank
            assert value < T * mp.log((2 - n) / (2 * (1 - n)))
    for left, right in zip(values, values[1:]):
        assert right > left
    for left, right in zip(values, reversed(values)):
        assert abs(left + right - U) < mp.mpf("1e-25")

# --- occupation response equals number variance over T
for x in (mp.mpf("-0.1"), mp.mpf("0.3"), mp.mpf("0.95")):
    T, h = mp.mpf("0.1"), mp.mpf("1e-12")
    p = probabilities(x, U, T)
    variance = p[1] + 4 * p[2] - (p[1] + 2 * p[2])**2
    response = (occupation(x + h, U, T) - occupation(x - h, U, T)) / (2 * h)
    assert abs(response - variance / T) < mp.mpf("1e-15")

# --- slope at n = 1 and occupations where v_hxc is U/4 and 3U/4
slopes, widths = [], []
for T in temperatures:
    h = mp.mpf("1e-14")
    slope = (hxc_numeric(1 + h, U, T) - hxc_numeric(1 - h, U, T)) / (2 * h)
    formula = T * (mp.exp(U / (2 * T)) - 1)
    assert abs(slope / formula - 1) < mp.mpf("1e-8")
    q = mp.exp(U / (4 * T))
    d = (q + 1) / (2 * q * q + q + 1)
    assert abs(hxc_numeric(1 + d, U, T) - 3 * U / 4) < mp.mpf("1e-25")
    assert abs(hxc_numeric(1 - d, U, T) - U / 4) < mp.mpf("1e-25")
    slopes.append(slope)
    widths.append(2 * d)
cold = mp.mpf("0.01")
d_cold = mp.findroot(lambda d: hxc_numeric(1 + d, U, cold) - 3 * U / 4,
                     (mp.mpf("1e-12"), mp.mpf("1e-10")), solver="anderson",
                     tol=mp.mpf("1e-30"))
assert abs(2 * d_cold / mp.exp(-U / (4 * cold)) - 1) < mp.mpf("1e-8")

# --- low-temperature tail and the step itself
n_low, n_high = mp.mpf("0.9"), mp.mpf("1.1")
tail = mp.log((2 - n_low) / (2 * (1 - n_low)))
T = mp.mpf("0.025")
assert abs(hxc_numeric(n_low, U, T) - T * tail) < mp.mpf("1e-12")
T_tiny = mp.mpf("0.0005")
step = hxc_numeric(n_high, U, T_tiny) - hxc_numeric(n_low, U, T_tiny)
assert abs(step - U) < mp.mpf("0.002")
assert abs(hxc_numeric(1, U, T_tiny) - U / 2) < mp.mpf("1e-25")

# --- weak coupling approaches the unpolarized mean field U*n/2
for n in (mp.mpf("0.4"), mp.mpf("1.3")):
    weak = mp.mpf("0.001")
    assert abs(hxc_numeric(n, weak, mp.mpf(1)) / weak - n / 2) < 1e-3


# --- free-energy functional by minimization over double occupancy
def free_energy(n, U, T):
    def value(d):
        p0, p1 = 1 - n + d, n - 2 * d
        minus_entropy = xlogy(p0, p0) + xlogy(p1, p1 / 2) + xlogy(d, d)
        return U * d + T * minus_entropy
    found = minimize_scalar(value, bounds=(max(0.0, n - 1), n / 2),
                            method="bounded", options={"xatol": 1e-12})
    return found.fun


def f_hxc(n, U, T):
    return free_energy(n, U, T) - free_energy(n, 0.0, T)


for T in (0.2, 0.1):
    for n in (0.4, 0.7, 1.15, 1.6):
        h = 1e-3
        derivative = (f_hxc(n + h, 1.0, T) - f_hxc(n - h, 1.0, T)) / (2 * h)
        # the tolerance covers the h^2 truncation error
        assert abs(derivative - float(hxc_log(n, 1.0, T))) < 2e-5
for T in (0.2, 0.1, 0.05):
    for n in (0.3, 0.8, 1.0, 1.2, 1.7):
        excess = f_hxc(n, 1.0, T) - max(0.0, n - 1)
        assert -1e-7 < excess < T * np.log(2) + 1e-7

# --- worked example: one state followed in full
v, mu, T = mp.mpf("-0.4"), mp.mpf(0), mp.mpf("0.1")
p = probabilities(mu - v, U, T)
n = p[1] + 2 * p[2]
v_hxc = hxc_log(n, U, T)
v_s = v + v_hxc
n_ks = occupation(mu - v_s, mp.mpf(0), T)
d_ks = probabilities(mu - v_s, mp.mpf(0), T)[2]
assert abs(n_ks - n) < mp.mpf("1e-25")
assert abs(d_ks - (n / 2)**2) < mp.mpf("1e-25")

kelvin = constants.e / constants.k
print(f"interaction U = {float(U):.3f} eV")
print("v_hxc in eV; columns are occupations n")
columns = ["0.50", "0.90", "0.99", "1.00", "1.01", "1.10", "1.50"]
print("kT (eV) " + " ".join(f"{c:>8}" for c in columns))
for t in temperatures:
    row = " ".join(f"{float(hxc_asinh(c, U, t)):8.5f}" for c in columns)
    print(f"{float(t):7.3f} {row}")
for t, slope, width in zip(temperatures, slopes, widths):
    print(f"kT = {float(t):.3f} eV = {float(t) * kelvin:.1f} K:")
    print(f"  slope dv_hxc/dn at n=1 = {float(slope):.5e} eV")
    print(f"  width in n, U/4 to 3U/4 = {float(width):.5e}")
    print(f"  limiting width exp(-U/4kT) = {float(mp.exp(-U/(4*t))):.5e}")
print(f"tail estimate at n=0.9, kT=0.025 eV: {float(tail)*0.025:.5f} eV")
print(f"v_hxc(1.1)-v_hxc(0.9) at kT={float(T_tiny):.4f} eV: "
      f"{float(step):.5f} eV")
print(f"F_hxc at n=1, kT=0.05 eV: {f_hxc(1.0, 1.0, 0.05):.5f} eV")
print(f"bound kT ln2 at kT=0.05 eV: {0.05 * np.log(2):.5f} eV")
print("one state in full:")
print(f"v = {float(v):.3f} eV, mu = {float(mu):.3f} eV, kT = {float(T):.3f} eV")
print(f"x = exp((mu-v)/kT) = {float(mp.exp((mu - v) / T)):.5f}")
print(f"a = exp(-U/kT) = {float(mp.exp(-U / T)):.5e}")
print(f"probability of 0 electrons = {float(p[0]):.6f}")
print(f"probability of 1 electron = {float(p[1]):.6f}")
print(f"probability of 2 electrons = {float(p[2]):.6f}")
print(f"occupation n = {float(n):.6f}")
print(f"v_hxc = {float(v_hxc):.6f} eV")
print(f"KS level v_s = {float(v_s):.6f} eV")
print(f"KS occupation = {float(n_ks):.6f}")
print(f"KS double occupancy = {float(d_ks):.6f}")
print(f"mean-field value U*n/2 = {float(U * n / 2):.6f} eV")
print("PASS")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 144, in <module>
    assert abs(hxc_numeric(1, U, T_tiny) - U / 2) < mp.mpf("1e-25")
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was numerical. At U/(k_B T) = 2000 the occupation near half filling differs from 1 only by about exp(−1000), roughly 10^(−434), so the bisection, working with 50 digits, could not locate the midpoint of the plateau. That one inversion at n = 1 now runs with 500 digits, which resolves the difference. The tested quantity, its temperature and its tolerance are unchanged, as are the formula and all other tests.

The change:

```diff
@@ -142,5 +142,9 @@
 step = hxc_numeric(n_high, U, T_tiny) - hxc_numeric(n_low, U, T_tiny)
 assert abs(step - U) < mp.mpf("0.002")
-assert abs(hxc_numeric(1, U, T_tiny) - U / 2) < mp.mpf("1e-25")
+# On the plateau n - 1 is of order exp(-U/(2T)) = exp(-1000), about 1e-434,
+# so the inversion at n = 1 needs about 460 digits to find the midpoint.
+with mp.workdps(500):
+    midpoint = hxc_numeric(1, U, T_tiny)
+assert abs(midpoint - U / 2) < mp.mpf("1e-25")
 
 # --- weak coupling approaches the unpolarized mean field U*n/2
```

Output now:

```
interaction U = 1.000 eV
v_hxc in eV; columns are occupations n
kT (eV)     0.50     0.90     0.99     1.00     1.01     1.10     1.50
  0.200  0.08009  0.31377  0.47769  0.50000  0.52231  0.68623  0.91991
  0.100  0.04054  0.17036  0.38240  0.50000  0.61760  0.82964  0.95946
  0.050  0.02027  0.08524  0.19610  0.50000  0.80390  0.91476  0.97973
  0.025  0.01014  0.04262  0.09805  0.50000  0.90195  0.95738  0.98986
kT = 0.200 eV = 2320.9 K:
  slope dv_hxc/dn at n=1 = 2.23650e+00 eV
  width in n, U/4 to 3U/4 = 3.11231e-01
  limiting width exp(-U/4kT) = 2.86505e-01
kT = 0.100 eV = 1160.5 K:
  slope dv_hxc/dn at n=1 = 1.47413e+01 eV
  width in n, U/4 to 3U/4 = 8.50459e-02
  limiting width exp(-U/4kT) = 8.20850e-02
kT = 0.050 eV = 580.2 K:
  slope dv_hxc/dn at n=1 = 1.10127e+03 eV
  width in n, U/4 to 3U/4 = 6.76042e-03
  limiting width exp(-U/4kT) = 6.73795e-03
kT = 0.025 eV = 290.1 K:
  slope dv_hxc/dn at n=1 = 1.21291e+07 eV
  width in n, U/4 to 3U/4 = 4.54010e-05
  limiting width exp(-U/4kT) = 4.53999e-05
tail estimate at n=0.9, kT=0.025 eV: 0.04262 eV
v_hxc(1.1)-v_hxc(0.9) at kT=0.0005 eV: 0.99830 eV
F_hxc at n=1, kT=0.05 eV: 0.03466 eV
bound kT ln2 at kT=0.05 eV: 0.03466 eV
one state in full:
v = -0.400 eV, mu = 0.000 eV, kT = 0.100 eV
x = exp((mu-v)/kT) = 54.59815
a = exp(-U/kT) = 4.53999e-05
probability of 0 electrons = 0.009064
probability of 1 electron = 0.989710
probability of 2 electrons = 0.001227
occupation n = 0.992163
v_hxc = 0.401567 eV
KS level v_s = 0.001567 eV
KS occupation = 0.992163
KS double occupancy = 0.246097
mean-field value U*n/2 = 0.496082 eV
PASS
```
